# Sigma, pi and delta structure constants of the free propagator

**Question**

I am expanding the free-electron propagator about two sites for a multiple-scattering calculation with s, p and d waves. The structure constants \(g_{LL'}(\mathbf R)\) come out as sums over Gaunt coefficients. For a bond along \(z\) they should reduce to a few sigma, pi and delta elements, as in a Slater-Koster table. I keep losing signs, above all between \(sp\) and \(ps\), and I don't see how to turn the bond to a general direction without rotation matrices. What are the closed forms up to \(l=2\), and how do I get, say, the \((x,xy)\) element for \(\mathbf R=(2,4,4)\) bohr?

**Answer**

**Conventions**

I use Rydberg atomic units, \(E=k^2\), and real spherical harmonics \(Y_L\), \(L=(l,m)\). The propagator satisfies \((\nabla^2+k^2)G_0=\delta\), so for outgoing waves \(G_0=-e^{ikd}/(4\pi d)\), where \(d\) is the distance between its two points. The vector \(\mathbf R=\mathbf R_j-\mathbf R_i\) runs from the first site to the second, which fixes the sign of \(sp\). The structure constants are defined by

\[
G_0(\mathbf R_i+\mathbf r,\mathbf R_j+\mathbf r')=\sum_{LL'}j_l(kr)Y_L(\hat r)\,g_{LL'}(\mathbf R)\,j_{l'}(kr')Y_{L'}(\hat r'),\qquad r+r'<R .
\]

The condition keeps \(d=|\mathbf R+\mathbf r'-\mathbf r|\) away from zero, where \(G_0\) is singular. Non-overlapping muffin-tin spheres satisfy it inside the spheres.

**1. Extracting the coefficients**

Let \(\mathcal Y_L(\mathbf a)=a^lY_L(\hat a)\), a homogeneous polynomial with \(\nabla^2\mathcal Y_L=0\). Multiply the plane-wave expansion \(e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_L i^lj_l(kr)Y_L(\hat r)Y_L(\hat q)\), \(|\mathbf q|=k\), by \(Y_L(\hat q)\) and integrate over \(\hat q\):

\[
4\pi i^l j_l(kr)Y_L(\hat r)=\int d\hat q\,Y_L(\hat q)e^{i\mathbf q\cdot\mathbf r}.
\]

Acting with \(\mathcal Y_{L'}(\nabla)\) at \(\mathbf r=0\) puts \(\mathcal Y_{L'}(i\mathbf q)=i^{l'}k^{l'}Y_{L'}(\hat q)\) under the integral. By orthonormality, \(\mathcal Y_{L'}(\nabla)[j_lY_L]_0=k^l\delta_{LL'}/4\pi\). Hence \(\psi=\sum_L a_Lj_lY_L\) has \(a_L=4\pi k^{-l}\mathcal Y_L(\nabla)\psi|_0\).

Use this at both sites. Since \(G_0\) depends on \(\mathbf R+\mathbf r'-\mathbf r\), we may replace \(\nabla_{r}\to-\nabla_R\) and \(\nabla_{r'}\to\nabla_R\). With \(h_0(x)=-ie^{ix}/x\), \(G_0(R)=-\frac{ik}{4\pi}h_0(kR)\), so

\[
g_{LL'}=-4\pi ik\,(-1)^l k^{-l-l'}\,\mathcal Y_L(\nabla)\mathcal Y_{L'}(\nabla)\,h_0(kR).
\]

**2. Doing the derivatives**

Take a complex vector with \(\mathbf a\cdot\mathbf a=0\). Then \((\mathbf a\cdot\nabla)F(R)=(\mathbf a\cdot\mathbf R)F'/R\), while \((\mathbf a\cdot\nabla)(\mathbf a\cdot\mathbf R)=0\). Repeating this,

\[
(\mathbf a\cdot\nabla)^lF=(\mathbf a\cdot\mathbf R)^l\left(\tfrac1R\tfrac{d}{dR}\right)^lF .
\]

The polynomials \((\mathbf a\cdot\mathbf R)^l\) are harmonic, and their span is unchanged by rotations. Harmonic polynomials of degree \(l\) have no smaller rotation-invariant subspace, so these span them all, and the rule holds for \(\mathcal Y_L\). Put \(x=kR\), so that \(\frac1R\frac d{dR}=k^2\frac1x\frac d{dx}\), and use the Rayleigh formula \(h_l=(-x)^l(\frac1x\frac d{dx})^lh_0\):

\[
\mathcal Y_L(\nabla)h_0=R^lY_L(\hat R)\,k^{2l}(-1)^lx^{-l}h_l=(-k)^l h_l(x)Y_L(\hat R).
\]

Now write \(Y_LY_{L'}=\sum_{L''}C_{LL'L''}Y_{L''}\). Then

\[
\mathcal Y_L(\nabla)\mathcal Y_{L'}(\nabla)=\sum_{L''}C_{LL'L''}(\nabla^2)^p\,\mathcal Y_{L''}(\nabla),\qquad p=\tfrac12(l+l'-l''),
\]

where parity makes \(p\) an integer. Away from the origin \(\nabla^2h_0=-k^2h_0\). All powers of \(k\) except the prefactor cancel, leaving the sign \((-1)^{l+p+l''}\). The exponent differs from \((l''+l'-l)/2\) by the even number \(2l\), so

\[
g_{LL'}(\mathbf R)=-4\pi ik\sum_{L''}i^{\,l''+l'-l}\,C_{LL'L''}\,h_{l''}(kR)\,Y_{L''}(\hat R).
\]

Exchanging \(l\) and \(l'\) changes the phase by \(i^{2(l-l')}\). Thus, at fixed \(\mathbf R\), \(g_{L'L}=(-1)^{l+l'}g_{LL'}\): this is the sign between \(sp\) and \(ps\).

**3. Bond along z**

Here \(Y_{L''}(\hat z)=\delta_{m''0}\sqrt{(2l''+1)/4\pi}\). The azimuthal integral in \(C\) leaves \(g\) diagonal in the real-orbital label. Let \(c=\cos\theta\), and let \(\langle\;\rangle_\phi\) be the azimuthal average. If

\[
\langle4\pi Y_{lm}Y_{l'm}\rangle_\phi=\sum_{l''}b_{l''}P_{l''}(c),\quad\text{then}\quad
g=-ik\sum_{l''}i^{\,l''+l'-l}\,b_{l''}h_{l''},
\]

because the factor \(2l''+1\) from the two harmonics cancels the sphere average \(1/(2l''+1)\) of \(P_{l''}^2\).

The required powers are \(c^2=\frac{1+2P_2}3\), \(c^3=\frac{3P_1+2P_3}5\) and \(c^4=\frac{7+20P_2+8P_4}{35}\). They give

- ss: \(1\); sp: \(\sqrt3P_1\); sd: \(\sqrt5P_2\)
- ppσ: \(3c^2=1+2P_2\)
- ppπ: \(\frac32(1-c^2)=1-P_2\)
- pdσ: \(\sqrt{15}\,cP_2=\frac{\sqrt{15}}2(3c^3-c)=\sqrt{\frac35}(2P_1+3P_3)\)
- pdπ: \(\frac{3\sqrt5}2(c-c^3)=\frac3{\sqrt5}(P_1-P_3)\)
- ddσ: \(5P_2^2=\frac54(9c^4-6c^2+1)=1+\frac{10}7P_2+\frac{18}7P_4\)
- ddπ: \(\frac{15}2(c^2-c^4)=1+\frac57P_2-\frac{12}7P_4\)
- ddδ: \(\frac{15}8(1-2c^2+c^4)=1-\frac{10}7P_2+\frac37P_4\)

For \(l=l'\) the phases are \(+,-,+\) for \(l''=0,2,4\). For sp the phase is \(-1\), for sd it is \(+1\), and for pd it is \(-1\) at \(l''=1\) and \(+1\) at \(l''=3\). The recurrence \(h_{l-1}+h_{l+1}=(2l+1)h_l/x\) shortens the pi and delta elements. **Each entry below is to be multiplied by \(-ik\):**

\[
\begin{aligned}
ss\sigma&=h_0,\qquad sp\sigma=-\sqrt3\,h_1,\qquad sd\sigma=\sqrt5\,h_2,\\
pp\sigma&=h_0-2h_2,\qquad pp\pi=h_0+h_2=3h_1/x,\\
pd\sigma&=\sqrt{3/5}\,(3h_3-2h_1),\\
pd\pi&=-\tfrac{3}{\sqrt5}(h_1+h_3)=-3\sqrt5\,h_2/x,\\
dd\sigma&=h_0-\tfrac{10}7h_2+\tfrac{18}7h_4,\\
dd\pi&=(h_0+h_2)-\tfrac{12}7(h_2+h_4)=3(h_1-4h_3)/x,\\
dd\delta&=(h_0+h_2)+\tfrac37(h_2+h_4)=3(h_1+h_3)/x=15h_2/x^2 .
\end{aligned}
\]

At large \(x\), \(h_l\to(-i)^{l+1}e^{ix}/x\). At fixed real \(k\), sigma, pi and delta elements therefore fall as \(R^{-1}\), \(R^{-2}\) and \(R^{-3}\). Physically, a wave arriving from far away is nearly plane and travels along the bond, where pi and delta orbitals have nodes.

At small \(x\), \(h_l\) grows as \(x^{-l-1}\), so the largest \(l''\) dominates. Its coefficients give ppσ:ppπ \(=-2:1\), pdσ:pdπ \(=-\sqrt3:1\) and ddσ:ddπ:ddδ \(=6:-4:1\). For \(E<0\), set \(k=i\kappa\) with \(\kappa>0\) in the same formulas.

**4. Turning the bond**

Let \(\mathbf u=\hat R=(u_x,u_y,u_z)\). Since \(G_0\) depends on distance alone, orbitals defined about \(\mathbf u\) have the elements above. It remains to resolve the fixed orbitals into them.

For \(p_a\), the sigma amplitude is \(u_a\), and the rest is pi. Write a d orbital as \(\sqrt{15/8\pi}\;\hat r\cdot Q\hat r\), with \(Q\) symmetric, traceless and \(\operatorname{tr}Q^2=1\). From \(\int\hat r_i\hat r_j\hat r_k\hat r_l\,d\Omega=\frac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\), the overlap of two such orbitals is \(\operatorname{tr}QQ'\).

About \(\mathbf u\), the sigma orbital has \(Q_\sigma=\sqrt{3/2}\,(\mathbf{uu}-\frac13\mathbf 1)\). A pi orbital has \(Q_\pi=(\mathbf{ue}+\mathbf{eu})/\sqrt2\), with unit vector \(\mathbf e\perp\mathbf u\). The overlaps with \(Q\) are \(s\) and \(\mathbf e\cdot\mathbf v\), where

\[
s=\sqrt{\tfrac32}\,\mathbf u\cdot Q\mathbf u,\qquad
\mathbf v=\sqrt2\,[Q\mathbf u-\mathbf u(\mathbf u\cdot Q\mathbf u)].
\]

For \(xy\), \(Q=(\hat x\hat y+\hat y\hat x)/\sqrt2\), so \(Q\mathbf u=(u_y,u_x,0)/\sqrt2\) and \(\mathbf u\cdot Q\mathbf u=\sqrt2u_xu_y\). The others follow in the same way:

- \(xy\): \(s=\sqrt3u_xu_y\), \(\mathbf v=(u_y,u_x,0)-2u_xu_y\mathbf u\)
- \(yz\): \(s=\sqrt3u_yu_z\), \(\mathbf v=(0,u_z,u_y)-2u_yu_z\mathbf u\)
- \(zx\): \(s=\sqrt3u_zu_x\), \(\mathbf v=(u_z,0,u_x)-2u_zu_x\mathbf u\)
- \(x^2-y^2\): \(s=\frac{\sqrt3}2(u_x^2-u_y^2)\), \(\mathbf v=(u_x,-u_y,0)-(u_x^2-u_y^2)\mathbf u\)
- \(3z^2-1\): \(s=\frac12(3u_z^2-1)\), \(\mathbf v=\sqrt3u_z(\hat z-u_z\mathbf u)\)

The two pi orbitals share one element by axial symmetry, as do the two delta orbitals. The delta part of an overlap is what sigma and pi leave over. Therefore

\[
\begin{aligned}
g_{s,s}&=ss\sigma,\qquad g_{s,a}=u_a\,sp\sigma,\qquad g_{s,d}=s\,sd\sigma,\\
g_{a,b}&=u_au_b\,pp\sigma+(\delta_{ab}-u_au_b)\,pp\pi,\\
g_{a,d}&=u_as\,pd\sigma+v_a\,pd\pi,\\
g_{d,d'}&=ss'\,dd\sigma+\mathbf v\cdot\mathbf v'\,dd\pi+(\delta_{dd'}-ss'-\mathbf v\cdot\mathbf v')\,dd\delta,
\end{aligned}
\]

where the bond elements now include \(-ik\). The reversed blocks follow from \((-1)^{l+l'}\). In particular, \(g_{x,xy}=\sqrt3u_x^2u_y\,pd\sigma+u_y(1-2u_x^2)\,pd\pi\), the familiar Slater-Koster entry.

**5. Your example**

You gave no energy, so take \(k=0.5\) bohr⁻¹, or \(E=0.25\) Ry. Then \(R=6\) bohr, \(x=3\) and \(\mathbf u=(1,2,2)/3\). The Hankel values are \(h_1=0.34568+0.06296i\), \(h_2=0.29864-0.26704i\) and \(h_3=0.15205-0.50802i\). In bohr⁻¹,

\[
\begin{aligned}
pd\sigma&=-0.5i\sqrt{3/5}\,(3h_3-2h_1)=-0.6390+0.0911i,\\
pd\pi&=-0.5i\,(-\sqrt5\,h_2)=0.2986+0.3339i .
\end{aligned}
\]

The weights are \(u_xs=\frac13(0.3849)=0.1283\) and \(v_x=\frac23-\frac4{27}=0.5185\), so

\[
\begin{aligned}
g_{x,xy}&=0.1283(-0.6390+0.0911i)+0.5185(0.2986+0.3339i)\\
&=0.0728+0.1848i\ \text{bohr}^{-1},
\end{aligned}
\]

and \(g_{xy,x}=-g_{x,xy}\).

An element using all three dd channels is \((xy,yz)\). Its weights are \(ss'=0.2963\), \(\mathbf v\cdot\mathbf v'=-0.1728\) and, since \(\delta_{dd'}=0\), \(-0.2963+0.1728=-0.1235\) for delta:

\[
\begin{aligned}
g_{xy,yz}={}&0.2963(-0.8250+0.1176i)-0.1728(1.0475+0.1313i)\\
&-0.1235(-0.2225-0.2489i)=-0.398+0.043i\ \text{bohr}^{-1}.
\end{aligned}
\]

At this distance the moduli of ddσ, ddπ and ddδ are 0.833, 1.056 and 0.334 bohr⁻¹. Pi exceeds sigma, so \(x=3\) is not yet in the far-field regime.

The elements are closed forms, but stopping the expansion at \(l=2\) is an approximation. The first omitted terms pair \(l=3\) on one site with \(l=0\) on the other. Since \(j_3(kr)\propto r^3\) at small \(r\), the error is generally cubic in the displacements. For \(\mathbf r=(0.6,0,0)\) and \(\mathbf r'=(0,0,0.3)\) bohr, the block gives \(G_0=0.013069-0.001620i\), against the direct \(0.013081-0.001616i\) bohr⁻¹. The difference is about 0.1% of \(|G_0|\). It is this small because the displacements are small compared with \(R\). For the same bond and energy with \(r=r'=2\) bohr, the pointwise error of the \(l\le2\) block is a few per cent for typical directions and above 25% for the worst. For \(r=r'=2.5\) bohr the worst exceeds 50%.

The numerical check compares all 81 elements with a direct projection of \(G_0\) on two spheres, for several bond directions and both signs of the energy.

## Computed results

```
k = 0.500 1/bohr, E = 0.250 Ry
R vector = [2. 4. 4.] bohr, R = 6.000 bohr
x = kR = 3.000 (dimensionless)
direction cosines = [0.333333 0.666667 0.666667]
h_0(x): +0.047040 +0.329997i (dimensionless)
h_1(x): +0.345677 +0.062959i (dimensionless)
h_2(x): +0.298637 -0.267038i (dimensionless)
h_3(x): +0.152052 -0.508023i (dimensionless)
h_4(x): +0.056150 -0.918349i (dimensionless)
bond ss_sigma: +0.164999 -0.023520i 1/bohr
bond sp_sigma: -0.054524 +0.299365i 1/bohr
bond sd_sigma: -0.298558 -0.333887i 1/bohr
bond pp_sigma: +0.432037 +0.275117i 1/bohr
bond pp_pi: +0.031480 -0.172839i 1/bohr
bond pd_sigma: -0.639037 +0.091093i 1/bohr
bond pd_pi: +0.298558 +0.333887i 1/bohr
bond dd_sigma: -0.824994 +0.117600i 1/bohr
bond dd_pi: +1.047526 +0.131265i 1/bohr
bond dd_delta: -0.222532 -0.248865i 1/bohr
modulus of dd sigma, pi, delta (1/bohr): 0.833333 1.055718 0.333847
d xy: sigma amplitude +0.384900, pi vector [ 0.518519  0.037037 -0.296296]
d yz: sigma amplitude +0.769800, pi vector [-0.296296  0.074074  0.074074]
d zx: sigma amplitude +0.384900, pi vector [ 0.518519 -0.296296  0.037037]
d x2-y2: sigma amplitude -0.288675, pi vector [ 0.444444 -0.444444  0.222222]
d 3z2-1: sigma amplitude +0.166667, pi vector [-0.2566 -0.5132  0.6415]
x,xy weights: sigma +0.128300, pi +0.518519
xy,yz weights: sigma +0.296296, pi -0.172840, delta -0.123457
g(s,x) formula: -0.018175 +0.099788i 1/bohr
g(x,s) formula: +0.018175 -0.099788i 1/bohr
g(x,y) formula: +0.089013 +0.099546i 1/bohr
g(x,xy) formula: +0.072819 +0.184814i 1/bohr
g(x,xy) projection: +0.072819 +0.184814i 1/bohr
g(xy,x) formula: -0.072819 -0.184814i 1/bohr
g(xy,yz) formula: -0.398023 +0.042881i 1/bohr
g(xy,yz) projection: -0.398023 +0.042881i 1/bohr
largest deviation, all directions and energies: 7.4e-14 1/bohr
far-field power of R, dd_sigma: -1.0000
far-field power of R, dd_pi: -2.0000
far-field power of R, dd_delta: -3.0000
near-field ratio at x = 0.01, pp sigma/pi: -1.9999
near-field ratio at x = 0.01, pd sigma/pi: -1.7320
near-field ratio at x = 0.01, dd sigma/delta: 5.9999
near-field ratio at x = 0.01, dd pi/delta: -4.0000
displacements: r = (0.6,0,0) bohr, r' = (0,0,0.3) bohr
G0 direct: +0.013081 -0.001616i 1/bohr
G0 from l <= 2 block: +0.013069 -0.001620i 1/bohr
truncation error: 1.29e-05 1/bohr
order of truncation error in displacement: 2.995
```
